# Partial-Wave Convergence and Basis Extrapolation of Direct RPA for s-Shell Atoms, part 1

(Sections cited here and not found follow in the second part.)

## 1. Partial-wave increments and their asymptotic law

### 1.1 Definitions and conventions

Hartree atomic units are used throughout. The atom has closed shells, and all its occupied orbitals are s orbitals. They are eigenfunctions, with energies $\varepsilon_i$, of a Kohn-Sham Hamiltonian whose potential $V(r)$ is local and spherical. Orbitals are real. Each occupied spatial orbital holds two electrons and is written

$$
\phi_i(\mathbf r)=\frac{u_i(r)}{r}\,\frac{1}{\sqrt{4\pi}},\qquad \int_0^\infty u_i^2\,dr=1 .
$$

The total electron density is therefore

$$
n(r)=2\sum_i\phi_i^2=\frac{1}{2\pi r^2}\sum_i u_i^2(r). \tag{1}
$$

An unoccupied (virtual) orbital $a$ has radial function $u_a$, angular momentum $l$ and excitation energy $\Delta_{ia}=\varepsilon_a-\varepsilon_i>0$. The density response of the independent electrons at imaginary frequency is

$$
\chi_0(\mathbf r,\mathbf r';i\omega)=-\sum_{ia}F_{ia}(\omega)\,\phi_i\phi_a(\mathbf r)\,\phi_i\phi_a(\mathbf r'),\qquad
F_{ia}=\frac{4\Delta_{ia}}{\Delta_{ia}^2+\omega^2}. \tag{2}
$$

The factor 4 is a factor 2 for spin times the factor 2 from the two resonance denominators. With this sign convention $\chi_0$ is negative. The direct RPA correlation energy is

$$
E=\frac1{2\pi}\int_0^\infty d\omega\;{\rm Tr}\left[\ln(1-\chi_0v)+\chi_0v\right],\qquad v=\frac1{|\mathbf r-\mathbf r'|}. \tag{3}
$$

"Direct" means that the rings contain no exchange. The angular quantum number enters the results through

$$
\lambda=l+\tfrac12 .
$$

The increment $e_l$ is the contribution of all virtual orbitals of angular momentum $l$. The following two subsections show that this is a well-defined part of $E$, and the rest of this half shows that

$$
e_l=-\frac{A}{\lambda^4}+O(\lambda^{-6}),\qquad A=3\pi^2\int_0^\infty n^2(r)\,r^5\,dr. \tag{4}
$$

### 1.2 Exact separation into increments

The product $\phi_i\phi_a$ has the angular dependence $Y_{lm}/\sqrt{4\pi}$, because the occupied factor is spherical. The multipole order of the response is thus the same as the angular momentum of the virtual orbital. This would not hold for an occupied p orbital, whose product with a virtual orbital generally contains several multipoles.

The Coulomb interaction has the expansion

$$
v=\sum_{lm}\frac{4\pi}{2l+1}\frac{r_<^l}{r_>^{l+1}}Y_{lm}(\hat{\mathbf r})Y^*_{lm}(\hat{\mathbf r}'),
$$

where $r_<$ and $r_>$ are the smaller and larger of $r,r'$. It connects equal $l$ and equal $m$ only, and its radial part does not depend on $m$. The operator $\chi_0v$ is therefore block diagonal, and each $l$ supplies $2l+1=2\lambda$ identical blocks.

For one block, the Coulomb matrix between transitions is

$$
K_{ia,jb}=\frac1{2l+1}\int_0^\infty\!dr\int_0^\infty\!dr'\;u_iu_a(r)\,\frac{r_<^l}{r_>^{l+1}}\,u_ju_b(r'). \tag{5}
$$

The prefactor is $4\pi/(2l+1)$ times the two factors $1/\sqrt{4\pi}$ of the transition densities. Let $F$ be the diagonal matrix of the $F_{ia}$. By (2), every power obeys ${\rm Tr}(-\chi_0v)^m={\rm tr}(KF)^m$ within the block, since a cyclic shift of the factors turns one trace into the other. The determinants also agree, because $\det(1+PQ)=\det(1+QP)$. Hence

$$
e_l=\frac{2l+1}{2\pi}\int_0^\infty d\omega\,\left[\ln\det(1+KF)-{\rm tr}(KF)\right],\qquad E=\sum_{l=0}^\infty e_l. \tag{6}
$$

This is the form to implement. It involves no large-$l$ approximation.

The matrix $KF$ has the eigenvalues of $F^{1/2}KF^{1/2}$, which are non-negative because the Coulomb interaction is positive. For $y\ge0$ the function $\ln(1+y)-y+y^2/2$ vanishes at $y=0$ and has derivative $y^2/(1+y)\ge0$. Therefore

$$
-\tfrac12y^2\le\ln(1+y)-y\le0. \tag{7}
$$

Let $e_l^{(2)}$ be the result of keeping just $-y^2/2$. The frequency integral that it needs is

$$
\int_0^\infty\!\frac{16\,\Delta_p\Delta_q\,d\omega}{(\Delta_p^2+\omega^2)(\Delta_q^2+\omega^2)}
=16\,\Delta_p\Delta_q\,\frac{\pi}{2\Delta_p\Delta_q(\Delta_p+\Delta_q)}=\frac{8\pi}{\Delta_p+\Delta_q},
$$

where $p,q$ label transitions. Partial fractions give the middle expression. Multiplication by $-\frac12(2l+1)/(2\pi)$ yields

$$
e_l^{(2)}=-2(2l+1)\sum_{pq}\frac{K_{pq}^2}{\Delta_p+\Delta_q},\qquad e_l^{(2)}\le e_l\le0. \tag{8}
$$

The bound is useful in practice: a computed $e_l$ below $e_l^{(2)}$ reveals a numerical error.

### 1.3 The logarithmic radius

Set $r=e^x$. The purpose of this variable is that the Coulomb multipole becomes a function of a difference. If $r<r'$, then

$$
\frac{r^l}{r'^{\,l+1}}=(rr')^{-1/2}\left(\frac r{r'}\right)^{l+1/2},
$$

and in general

$$
\frac{r_<^l}{r_>^{l+1}}=(rr')^{-1/2}e^{-\lambda|x-x'|}. \tag{9}
$$

The half in $l+\frac12$ thus comes from sharing the powers of $r$ symmetrically between the two points.

The kinetic operator contains the same $\lambda$. Write $u=r^{1/2}w(x)$. Since $d/dr=r^{-1}d/dx$,

$$
u'=r^{-1/2}\left(w_x+\tfrac12w\right),
$$

$$
u''=r^{-3/2}\left[w_{xx}+\tfrac12w_x-\tfrac12\left(w_x+\tfrac12w\right)\right]=r^{-3/2}\left(w_{xx}-\tfrac14w\right).
$$

Using $l(l+1)+\frac14=\lambda^2$, we obtain

$$
-\frac12u''+\frac{l(l+1)}{2r^2}u=r^{1/2}\,\frac{1}{2r^2}\left(-w_{xx}+\lambda^2w\right). \tag{10}
$$

To keep the scalar product simple, introduce $f=r^{1/2}u=rw$. Then $\int u^2dr=\int u^2r\,dx=\int f^2dx$. With $p=-i\,d/dx$, equation (10) shows that the radial Hamiltonian acting on $f$ is

$$
h_l=\frac1r\,\frac{p^2+\lambda^2}{2}\,\frac1r+V(r), \tag{11}
$$

where $r$ stands for multiplication by $e^x$.

Now insert (9) in (5). One has $u_a\,dr=r^{-1/2}f_a\,r\,dx=r^{1/2}f_a\,dx$. The two factors $r^{1/2}$ and $r'^{1/2}$ cancel the prefactor in (9), leaving

$$
K_{ia,jb}=\int\!dx\int\!dx'\,f_a(x)u_i(x)\,\frac{e^{-\lambda|x-x'|}}{2\lambda}\,u_j(x')f_b(x').
$$

The middle kernel is the inverse of $p^2+\lambda^2$: it decays on both sides, and its first derivative jumps by $-1$ at $x=x'$. Call this inverse $G$. For $l\ge1$ no orbital is occupied, so the virtual $f_a$ form a complete set. The sum over $a$ then turns the numbers $F_{ia}$ into a function of $h_l$:

$$
\sum_a|f_a\rangle F_{ia}\langle f_a|=\frac{4D_i}{D_i^2+\omega^2},\qquad D_i=h_l-\varepsilon_i .
$$

Equation (6) becomes

$$
e_l=\frac{\lambda}{\pi}\int_0^\infty\!d\omega\,{\rm Tr}\left[\ln(1+W)-W\right],\qquad
W=G\sum_iu_i\frac{4D_i}{D_i^2+\omega^2}u_i. \tag{12}
$$

For $l\ge1$ this is still an identity.

### 1.4 Why the response becomes local

The kernel of $G$ has range $1/\lambda$ in $x$, which corresponds to a distance of about $r/\lambda$ in radius. The functions $u_i(x)$ and $r=e^x$ do not vary appreciably over this range when $\lambda$ is large. At high angular momentum, the electron gas is therefore probed in thin shells.

To turn this into an expansion, represent an operator kernel $B(x,x')$ by its midpoint and its relative distance, and Fourier transform the latter:

$$
b(x,k)=\int ds\,e^{-iks}B\left(x+\tfrac s2,x-\tfrac s2\right),\qquad
{\rm Tr}\,B=\int\!dx\int\!\frac{dk}{2\pi}\,b(x,k). \tag{13}
$$

The trace formula follows because the $k$ integral forces $s=0$. Consider a product $\int dz\,B(x,z)C(z,x')$. The two midpoints differ from $(x+x')/2$ by $(z-x')/2$ and $(z-x)/2$. Both shifts are relative distances of order $1/\lambda$. If they are neglected, the product is a convolution in relative distance, and its transform is the ordinary product $bc$. If they are expanded, each derivative with respect to $x$ comes with one relative distance, which is a derivative with respect to $k$ after the Fourier transform. Since $k\sim\lambda$, each such pair costs a factor $1/\lambda$.

All elementary factors in (12) are even in $k$: they are functions of $x$, or $p^2+\lambda^2$. The resolvents hidden in

$$
\frac{4D}{D^2+\omega^2}=\frac2{D+i\omega}+\frac2{D-i\omega}
$$

are found order by order from the condition that operator times inverse is one, and so they inherit the same structure. A correction with $m$ derivative pairs then has parity $(-1)^m$ in $k$. Odd orders vanish in the trace, and the first surviving gradient correction is smaller than the leading term by $\lambda^{-2}$.

The potential has the same relative order. The kinetic part of $h_l$ is of order $\lambda^2/r^2$, whereas $V-\varepsilon_i$ does not grow with $\lambda$. Near the nucleus $r^2V\propto r$, which causes no difficulty. At radii comparable with $\lambda$ the ratio is not small, but the density there is exponentially small. This is a formal asymptotic argument rather than a proof with bounded remainders; the numerical tests in the second half examine its consequences.

At leading order, define

$$
q^2=\frac{k^2+\lambda^2}{r^2},\qquad T=\frac{q^2}{2}. \tag{14}
$$

Then $G\to1/(r^2q^2)$ and $D_i\to T$. Equation (1) gives $\sum_iu_i^2=2\pi r^2n$. The representative of $W$ is

$$
y=\frac1{r^2q^2}\;2\pi r^2n\;\frac{4T}{T^2+\omega^2}=\frac{4\pi n}{T^2+\omega^2}. \tag{15}
$$

The last step uses $4T=2q^2$. This is the response of electrons at rest with local density $n$: $q$ is the wave number, and $q^2/2$ is the recoil energy of a struck electron. The orbital structure has dropped out, apart from the density.

### 1.5 The inverse fourth power

Equation (15) also fixes the order of every ring term. Since $\omega\sim\lambda^2$ and $k\sim\lambda$, we have $y\sim\lambda^{-4}$. The measure, including the prefactor $\lambda$, scales as $\lambda\cdot\lambda^2\cdot\lambda=\lambda^4$. A term $y^m$ therefore contributes at order $\lambda^{4-4m}$. The linear term, which would give $\lambda^0$, is removed in (3). The quadratic term gives $\lambda^{-4}$:

$$
e_l\simeq\frac\lambda\pi\int_0^\infty\!d\omega\int\!dx\int\!\frac{dk}{2\pi}\left(-\frac12\right)\frac{(4\pi n)^2}{(T^2+\omega^2)^2}. \tag{16}
$$

For the frequency integral put $\omega=T\tan\theta$:

$$
\int_0^\infty\!\frac{d\omega}{(T^2+\omega^2)^2}=\frac1{T^3}\int_0^{\pi/2}\!\cos^2\theta\,d\theta=\frac{\pi}{4T^3}=\frac{2\pi}{q^6}.
$$

With $q^{-6}=r^6/(k^2+\lambda^2)^3$ and $k=\lambda\tan\theta$,

$$
\int_{-\infty}^\infty\!\frac{dk}{(k^2+\lambda^2)^3}=\frac1{\lambda^5}\int_{-\pi/2}^{\pi/2}\!\cos^4\theta\,d\theta=\frac{3\pi}{8\lambda^5}.
$$

Collecting the factors of (16) gives

$$
e_l\simeq-\frac{\lambda}{4\pi^2}\,(16\pi^2)\,(2\pi)\,\frac{3\pi}{8\lambda^5}\int n^2r^6\,dx
=-\frac{3\pi^2}{\lambda^4}\int_0^\infty n^2r^5\,dr,
$$

where $dx=dr/r$. This is (4).

Compared with $\int n^2d^3r$, the integrand of $A$ carries an extra factor $r^3$, which suppresses the region near the nucleus. The coefficient does not change if the density is compressed as $n(r)\to Z^3n(Zr)$: the density squared gives $Z^6$, and $r^5dr$ gives $Z^{-6}$.

A case with a closed result is the doubly occupied 1s orbital of a bare nucleus of charge $Z$. Here $n=(2Z^3/\pi)e^{-2Zr}$, so that

$$
A=3\pi^2\,\frac{4Z^6}{\pi^2}\int_0^\infty r^5e^{-4Zr}dr
=12Z^6\,\frac{5!}{(4Z)^6}=\frac{1440}{4096}=\frac{45}{128}\approx0.3516. \tag{17}
$$

The second-order sum (8), evaluated with hydrogenic orbitals for $Z=2$ and continued to large $l$, gives $0.3514$ hartree. A test requires agreement with (17) to 0.2%.

## 2. Extrapolation formula and its use

### 2.1 Quantities taken over

The atom has closed s shells in a local potential, with density $n(r)$. The direct RPA energy $E$ is the sum of increments $e_l$, where $l$ is the angular momentum of the virtual orbitals and $\lambda=l+\frac12$. Each increment follows from the Coulomb matrix $K$ between transitions and the diagonal matrix $F=4\Delta/(\Delta^2+\omega^2)$, with excitation energies $\Delta$:

$$
e_l=\frac{2l+1}{2\pi}\int_0^\infty d\omega\left[\ln\det(1+KF)-{\rm tr}(KF)\right]. \tag{18}
$$

Its second-order part is $e_l^{(2)}=-2(2l+1)\sum_{pq}K_{pq}^2/(\Delta_p+\Delta_q)$, and $e_l^{(2)}\le e_l\le0$. At large $l$ the eigenvalues of $KF$ are represented by $y=4\pi n/(T^2+\omega^2)$, with $T=(k^2+\lambda^2)/(2r^2)$ and $k$ conjugate to $\ln r$. The result is

$$
e_l=-\frac A{\lambda^4}+\frac B{\lambda^6}+O(\lambda^{-8}),\qquad A=3\pi^2\int_0^\infty n^2r^5dr. \tag{19}
$$

The coefficient $B$ collects the gradient and potential corrections. It is determined numerically below.

### 2.2 The rings beyond second order

The next term of $\ln(1+y)-y$ is $+y^3/3$. The same substitutions as before give

$$
\int_0^\infty\!\frac{d\omega}{(T^2+\omega^2)^3}=\frac{3\pi}{16T^5},\qquad
\int_{-\infty}^{\infty}\!\frac{dk}{(k^2+\lambda^2)^5}=\frac{35\pi}{128\lambda^9}.
$$

Since $T^{-5}=32r^{10}/(k^2+\lambda^2)^5$, the first integral supplies $6\pi r^{10}/(k^2+\lambda^2)^5$. Therefore

$$
e_l-e_l^{(2)}\simeq\frac\lambda\pi\,\frac13\,\frac1{2\pi}(4\pi)^3(6\pi)\frac{35\pi}{128\lambda^9}\int n^3r^{10}\frac{dr}{r}
=\frac C{\lambda^8}, \tag{20}
$$

$$
C=\frac{35\pi^3}{2}\int_0^\infty n^3r^9\,dr.
$$

The sign is positive: screening weakens the second-order correlation. The higher rings change neither $A$ nor $B$. They do change the low increments, which carry most of the energy. The direct second-order term (8), which contains no exchange, and direct RPA on the same orbitals thus share the coefficient of the basis error without sharing the energy.

### 2.3 From increments to the inverse cubic law

Suppose that all virtual orbitals up to $l=L$ are included and that each of these channels is radially complete. The occupied orbitals are held fixed. Set

$$
X=L+1,\qquad E_X=\sum_{l=0}^{X-1}e_l .
$$

The missing energy is a sum of a smooth function $g(\lambda)$ at the midpoints of the unit intervals $[l,l+1]$, beginning with $l=X$. For one interval, Taylor expansion about the midpoint gives

$$
\int_l^{l+1}g(t)\,dt=g(\lambda)+\frac1{24}g''(\lambda)+\dots
$$

The coefficient is $\frac12\int_{-1/2}^{1/2}s^2ds=\frac1{24}$. Summing over intervals, and replacing the sum of $g''$ by its integral $-g'(X)$, we find

$$
\sum_{l=X}^{\infty}g(l+\tfrac12)=\int_X^\infty g(t)\,dt+\frac{g'(X)}{24}+\dots \tag{21}
$$

For the two powers in (19), to order $X^{-5}$,

$$
\sum_{l=X}^\infty\frac1{\lambda^4}=\frac1{3X^3}-\frac1{6X^5}+\dots,\qquad
\sum_{l=X}^\infty\frac1{\lambda^6}=\frac1{5X^5}+\dots
$$

Since $E_X=E_\infty-\sum_{l\ge X}e_l$,

$$
E_X=E_\infty+\frac{A}{3X^3}-\frac{c}{X^5}+\dots,\qquad c=\frac A6+\frac B5. \tag{22}
$$

The truncated energy lies above the limit, because the missing increments are negative. The absence of an $X^{-4}$ term is a consequence of the variable $X=L+1$, which is the lower edge of the first missing interval.

A formal asymptotic argument has shown that the increments fall as $\lambda^{-4}$ with a coefficient fixed by the density, so that the radially complete truncated energy approaches its limit as $X^{-3}$, with $X=L+1$ and no $X^{-4}$ term. What remains is to turn this law into a two-point extrapolation formula, estimate its error, and test it numerically for helium, including with correlation-consistent basis sets.
